# Monte Carlo Transmission of an Effusion Channel and the Vapour-Pressure Correction

## Definitions and conventions

A cell holds vapour at pressure \(P\) and temperature \(T\). It opens to vacuum through a cylindrical channel of radius \(R\), diameter \(D=2R\), length \(L\) and mouth area \(A=\pi R^2\). The transmission \(W\) is the fraction of molecules entering the inner mouth that leave by the outer one. The rest return to the cell.

The model assumes that

- molecules do not collide with each other in the channel;
- they enter uniformly over the mouth, with the directions of an equilibrium gas;
- the wall neither keeps molecules nor reflects them like a mirror, but re-emits each one where it landed, with the same angular law.

Every path is then a chain of straight segments whose shape does not depend on speed. Hence \(W\) depends on \(L/R\) alone, not on temperature, mass or pressure. For \(L=D\) it is 0.514.

The molar mass is \(M\), the molecular mass \(m\), the gas constant \(R_g\), and \(\xi\) is a fresh uniform random number in \([0,1)\). In the ray tracing and the integral equation, lengths are in units of \(R\), so \(L=D\) means \(L=2\).

## From mass loss to pressure

The number density is \(n=P/kT\). The flux of molecules onto the mouth is

\[
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\frac{P}{\sqrt{2\pi mkT}} .
\]

Multiplying by \(m\), by the area, by the time \(t\) and by the fraction that gets through gives the mass loss

\[
\Delta m=W P A t\sqrt{\frac{M}{2\pi R_gT}} .
\]

A thin orifice has \(W=1\). Using that value for a real channel yields an apparent pressure

\[
P_{\rm app}=\frac{\Delta m}{At}\sqrt{\frac{2\pi R_gT}{M}},\qquad P=\frac{P_{\rm app}}{W}.
\]

The apparent pressure is too low, because the molecules that turned back were not counted.

## Sampling and flight

**Entry.** A fraction \(r^2\) of the mouth lies within radius \(r\), so \(r=\sqrt{\xi}\). The rate of crossing a surface at angle \(\theta\) to its normal is proportional to the normal velocity, hence to \(\cos\theta\). The normalized density per solid angle is \(\cos\theta/\pi\). Integrating over azimuth, the probability of an angle below \(\theta\) is

\[
\int_0^\theta 2\cos\theta'\sin\theta'\,d\theta'=\sin^2\theta .
\]

Thus \(\sin^2\theta\) is uniform, and so is \(\cos^2\theta\). One sets \(\cos\theta=\sqrt{\xi}\), with a uniform azimuth \(\varphi\).

**Flight.** From position \((x,y,z)\) along the unit vector \((u_x,u_y,u_z)\), the side wall is reached after a path \(s\) with \((x+u_xs)^2+(y+u_ys)^2=1\), or \(as^2+2bs+c=0\), where

\[
a=u_x^2+u_y^2,\quad b=xu_x+yu_y,\quad c=x^2+y^2-1,\qquad
s=\frac{-b+\sqrt{b^2-ac}}{a}.
\]

Inside the cylinder \(c\le0\), so the square root is at least \(|b|\) and the plus sign gives the forward hit. If \(z+u_zs\) lies beyond an end, the ray has left by that end before touching the wall.

**Re-emission.** At a wall point the inward normal is \((-x,-y,0)\), and two tangents are \((-y,x,0)\) and \((0,0,1)\). With components \(p_n=\sqrt{\xi}\), \(p_t=\sqrt{1-p_n^2}\cos\varphi\) and \(p_z=\sqrt{1-p_n^2}\sin\varphi\), the new direction is

\[
(u_x,u_y,u_z)=(-xp_n-yp_t,\;-yp_n+xp_t,\;p_z).
\]

```
passed = 0
repeat N times:
    x = sqrt(random); y = 0; z = 0
    draw a cosine-law direction about +z
    loop:
        a = ux^2 + uy^2;  b = x*ux + y*uy
        c = min(x^2 + y^2 - 1, 0)
        s = (-b + sqrt(b^2 - a*c)) / a
        znew = z + uz*s
        if znew >= L: passed += 1; leave loop
        if znew <= 0: leave loop
        x += ux*s;  y += uy*s;  z = znew
        draw a cosine-law direction about the inward normal
W = passed / N
```

Starting at \(y=0\) loses nothing, because the channel is axially symmetric.

## Error and cost

Each ray scores 1 or 0, with mean \(W\) and variance \(W-W^2\). For \(N\) independent rays the standard error is

\[
\sigma_W=\sqrt{W(1-W)/N}.
\]

The cost follows from an equilibrium argument. Let gas at equal pressure fill both ends. The flux \(J\) then falls on every surface, including the wall. Per unit time the wall, of area \(2\pi L\), receives \(2\pi LJ\) hits, while \(2\pi J\) molecules enter through the two mouths. The ends are equivalent, so the mean number of hits per entering molecule is \(L\), or \(L/R\) in ordinary units. For \(L=D\) that is 2 hits and 3 flights per ray.

With \(N=5\times10^6\), the trace gave \(W=0.51393\pm0.00022\). The scatter of 50 batches gave a standard error of 0.00021, in agreement. The mean number of hits was 2.0003.

The third digit is more delicate than this error suggests. The deterministic value found below, 0.51423, lies 0.00027 from the rounding boundary at 0.5145, which is only about \(1.2\,\sigma_W\). To put that boundary three standard errors away requires \(\sigma_W=0.00009\), or about \(3\times10^7\) rays.

## A deterministic check: Clausing's equation

**Escape from a wall point.** Let \(k(d)\) be the probability that a molecule emitted from the wall travels more than \(d\) along the axis, towards a chosen end, before its next wall hit. Let \(p\) and \(q\) be the axial and circumferential components of its direction. The cosine law weights a solid angle by its projection on the tangent plane, so \((p,q)\) is uniform in the unit disc with density \(1/\pi\). The normal component is \(p_n=\sqrt{1-p^2-q^2}\).

From a wall point \(c=0\) and \(b=-p_n\), so \(s=2p_n/(1-p^2)\). The condition \(ps>d\) becomes

\[
q^2<(1-p^2)\left[1-\frac{d^2(1-p^2)}{4p^2}\right].
\]

Integrating over \(q\) gives twice the square root of the right side. With \(\tau=p^2\) and \(\tau_0=d^2/(d^2+4)\), where the bracket vanishes,

\[
k=\frac{\sqrt{d^2+4}}{2\pi}\,I(\tau_0),\qquad
I(\tau_0)=\int_{\tau_0}^1\frac{\sqrt{(1-\tau)(\tau-\tau_0)}}{\tau}\,d\tau .
\]

To find \(I\), differentiate with respect to \(\tau_0\). The integrand vanishes at the lower limit, so the moving limit adds nothing. Substituting \(g^2=(\tau-\tau_0)/(1-\tau)\),

\[
\frac{dI}{d\tau_0}=-\int_0^\infty\left[\frac1{g^2+\tau_0}-\frac1{g^2+1}\right]dg
=-\frac{\pi}{2}\left(\frac1{\sqrt{\tau_0}}-1\right).
\]

Since \(I(1)=0\), integration gives \(I=\frac{\pi}{2}(1-\sqrt{\tau_0})^2\). Therefore

\[
k(d)=\frac{(\sqrt{d^2+4}-d)^2}{4\sqrt{d^2+4}}
=\frac{d^2+2}{2\sqrt{d^2+4}}-\frac d2 .
\]

At \(d=0\) this is \(1/2\), as symmetry demands.

**Wall to wall.** The density of landing at axial distance \(d\) on one side is the rate at which \(k\) falls:

\[
K(d)=-\frac{dk}{dd}=\frac12-\frac{d(d^2+6)}{2(d^2+4)^{3/2}} .
\]

At \(d=0.7\), direct surface quadrature reproduced \(k\) within \(10^{-6}\) and \(K\) within \(10^{-7}\).

**Mouth to wall.** In equilibrium, equal numbers pass from the mouth to a wall ring and back. If \(h(x)\,dx\) is the chance that an entering molecule first hits the ring at \(x\), then \(\pi h\,dx=2\pi\,dx\,k(x)\), so \(h=2k(x)\). Because \(\frac14d\sqrt{d^2+4}-\frac14d^2\) has derivative \(k(d)\), the uncollided fraction is

\[
F=1-2\int_0^Lk\,dx=\frac{L^2+2-L\sqrt{L^2+4}}2 .
\]

**The equation.** Let \(w(x)\) be the probability that a molecule leaving the wall at \(x\) finally exits at \(L\). It does so directly or after another wall hit:

\[
w(x)=k(L-x)+\int_0^LK(|x-x'|)w(x')\,dx',\qquad
W=F+2\int_0^Lk(x)w(x)\,dx .
\]

The kernel has a kink at \(x'=x\), which slows Gaussian quadrature. A molecule leaving the wall either exits directly or hits the wall again, so \(1-\int K\,dx'=k(x)+k(L-x)\). Subtracting \(w(x)\int K\,dx'\) from both sides gives

\[
[k(x)+k(L-x)]\,w(x)-\int_0^LK(|x-x'|)[w(x')-w(x)]\,dx'=k(L-x),
\]

where the bracket vanishes at the kink.

With 120 Gauss points, \(W=0.514231\), and doubling the points changed it by less than \(10^{-6}\). The Monte Carlo result lies between 1.3 and 1.4 standard errors below. For \(L=2\), \(F=3-2\sqrt2=0.1716\), against 0.1713 from the trace. About two thirds of the transmitted molecules have therefore touched the wall.

## Short and long channels

For \(L\to0\), \(F\approx1-L\). A molecule leaving the short wall chooses either end with probability \(1/2\), and \(k\approx1/2\), so the integral in \(W\) adds \(L/2\). In ordinary units, \(W\approx1-L/(2R)\).

Far from the ends of a long channel, the kernel \(K(|x-x'|)\) is even about \(x\) and integrates to \(2k(0)=1\), so an emission that varies linearly along the wall equals the flux arriving there, as the steady state requires. The wall emission therefore falls nearly linearly from \(J\) to zero, with slope \(-J/L\). The net flow through an interior section is the flow from wall rings behind it minus that from rings ahead. At distance \(d\) their emissions differ by \(2Jd/L\). Dividing by the entering flow \(\pi J\),

\[
W\approx\frac4L\int_0^\infty d\,k(d)\,dd .
\]

With \(g=\sqrt{d^2+4}\) and \(d\,dd=g\,dg\), the antiderivative is \(g^3/6-g-d^3/6\). It tends to 0 at large \(d\) and equals \(-2/3\) at \(d=0\), so the integral is \(2/3\) and \(W\approx8R/(3L)\).

At \(L=D\) this long-channel formula gives 1.33, which is impossible for a probability. Adding the resistance of the mouth, 1, to that of the tube, \(3L/(8R)\), gives the interpolation \(W\approx1/(1+3L/8R)\). Its value here is 0.571, which is 11 % above the solution.

## Stability and failure modes

**Round-off at the wall.** A stored wall point may lie slightly outside the cylinder. Then \(c>0\), and a grazing ray can make \(b^2-ac\) negative. Setting \(c\) to at most zero prevents this. An axial ray would give \(a=0\), but \(\xi<1\) keeps the sampled entry direction off the axis.

**Wrong entry law.** Drawing \(\cos\theta\) itself uniformly gives directions isotropic in solid angle, which are not those of molecules crossing a surface. With the wall law unchanged, \(W\) falls to about 0.43, and the inferred pressure would be about 21 % too high.

**Mirror reflection.** Reflection from a smooth cylinder reverses the radial velocity and leaves \(u_z\) unchanged. If every reflection were of this kind, no molecule could turn back and \(W\) would be 1; all of 1000 traced rays did pass. With 10 % mirror reflection \(W=0.547\), which lowers the inferred pressure by 6.0 %.

**Gas collisions.** The mean free path is \(\lambda=kT/(\sqrt2\,\pi d_a^2P)\) for atoms of diameter \(d_a\). The geometric \(W\) is safe when \(\lambda\gg D\) and \(\lambda\gg L\). In a long channel it remains a fair approximation when only \(\lambda\gg D\), because molecules then meet the wall far more often than each other. The error shrinks slowly, however. Since \(k\approx1/d^3\) at large \(d\), long flights along the axis carry a share of the flow, and gas collisions cut them short. The relative correction is of order \((D/\lambda)\ln(\lambda/D)\), which can still be several per cent at \(\lambda=10D\).

## Worked example: a terbium source

Terbium, used as an elemental precursor for vapour deposition, evaporates here as atoms with \(M=158.925\) g/mol. The cell is at 1600 K, and the channel is 1.00 mm wide and 1.00 mm long, with \(A=0.7854\) mm². The chosen mass loss is 1.20 mg in 10 h. The mass flux is

\[
\frac{1.20\times10^{-6}\ {\rm kg}}{(0.7854\times10^{-6}\ {\rm m^2})(36000\ {\rm s})}
=4.244\times10^{-5}\ {\rm kg\,m^{-2}s^{-1}} .
\]

The factor \(\sqrt{2\pi R_gT/M}\) is 725 m/s, so \(P_{\rm app}=0.0308\) Pa, or \(2.31\times10^{-4}\) Torr. The traced transmission corrects this to

\[
P=\frac{2.309\times10^{-4}\ {\rm Torr}}{0.5139}=4.49\times10^{-4}\ {\rm Torr}=0.0599\ {\rm Pa}.
\]

The correction nearly doubles the pressure. Its statistical error is \(\sigma_W/W=0.04\) % of \(P\), far below the physical uncertainties.

With a rough heat of vaporization \(H=370\) kJ/mol (strictly of sublimation, since terbium melts only near 1630 K), taken as constant, the vapour pressure varies as \(e^{-H/R_gT}\). The uncorrected pressure would belong to a temperature about 37 K lower, so neglecting \(W\) acts like a thermometer error of that size.

## Is the cell pressure the vapour pressure?

The sample, of area \(S\), must replace what escapes. Let \(\alpha\) be the fraction of arriving molecules that condense on it, and \(J_{\rm eq}\) the flux at the equilibrium vapour pressure \(P_{\rm eq}\). The sample then emits \(\alpha SJ_{\rm eq}\). In a well-mixed cell the steady balance is

\[
\alpha S(J_{\rm eq}-J)=WAJ\quad\Rightarrow\quad
P_{\rm eq}=P\left(1+\frac{WA}{\alpha S}\right).
\]

The relative deficit \(\delta=1-P/P_{\rm eq}\) can also be traced without assuming good mixing. Suppose vapour at \(P_{\rm eq}\) also filled the outside. By detailed balance, the flow from sample to outside would equal that from outside to sample, which is \(WAJ_{\rm eq}\) times the chance that a molecule let into the cell condenses before it escapes. The outside vapour does not affect the molecules that come from the sample, so this flow is also the actual loss into vacuum, \(WAJ\). The ratio \(J/J_{\rm eq}=P/P_{\rm eq}\) is therefore the chance of condensing first, and \(\delta\) is the chance of escaping first.

For a sample 10 mm wide covering the floor of a cell 10 mm high, \(S/A=100\). The trace replaced the channel by a hole that passes a fraction \(W\), with cosine-law entry into the cell. It gave \(\delta=0.43\) % for \(\alpha=1\) and 1.59 % for \(\alpha=0.3\). The well-mixed estimates, 0.51 % and 1.69 %, are higher. The hole leaves out two effects. A real channel beams the entering molecules towards the floor, where more of them condense at once. It also passes a smaller fraction of the molecules that return to it obliquely from the side wall. Tracing the channel itself lowers the deficits to about 0.3 % and 1.5 %, a change too small to alter the pressure below in the digits shown. For \(\alpha=0.3\), the vapour pressure is \(4.49\times10^{-4}/0.9841=4.56\times10^{-4}\) Torr.

## The model beside a real cell

A pressure of a few \(10^{-4}\) Torr is roughly what terbium has near 1600 K; the mass loss was chosen to match and is not a measurement. With a rough atomic diameter of 0.45 nm, \(\lambda=410\) mm, or 410 channel diameters, so free flow is well satisfied. Real channels depart from the ideal shape: if the length were 0.9 or 1.1 diameters, \(W\) would be 0.539 or 0.492, moving \(P\) by about \(-5\) % or \(+5\) %. A refractory lid with a rough expansion coefficient of \(5\times10^{-6}\) per kelvin has 1.3 % more channel area when hot, which lowers \(P\) by the same amount; uniform expansion leaves \(L/D\) and \(W\) unchanged. Temperature also matters strongly: with the rough heat of vaporization used above, a rise of 10 K raises the vapour pressure by about 19 %, and a rise of 3 K by about 5 %. Surface creep, reaction with the wall and temperature gradients are not included.

The correction does not carry over to every precursor. At 1 Torr and 300 K, with the same molecular diameter, \(\lambda\) would be \(410\times(300/1600)\times(4.49\times10^{-4})=0.035\) mm. That is much less than the channel diameter, and 0.514 would no longer apply. The main values used here are collected in the numerical output below.

## Computed values

```
Rays traced: 5000000
W, Monte Carlo: 0.51393
Standard error of W, binomial: 0.00022
Standard error of W, from batch scatter: 0.00021
W, Clausing integral equation: 0.514231
Uncollided fraction, Monte Carlo: 0.17134
Uncollided fraction, view factor: 0.17157
Mean wall hits per molecule, Monte Carlo: 2.0003
Mean wall hits per molecule, L/R: 2.0000
W with wrong isotropic entry: 0.4261
W from interpolation 1/(1+3L/8R): 0.5714
Temperature: 1600 K
Molar mass of Tb: 158.925 g/mol
Channel diameter and length: 1.00 mm
Channel area: 0.7854 mm2
Mass loss: 1.20 mg in 10 h
Mass flux through mouth: 4.2441e-05 kg/(m2 s)
Apparent pressure (W = 1): 2.309e-04 Torr
Corrected pressure: 4.492e-04 Torr = 0.0599 Pa
Correction factor 1/W: 1.9458
Relative statistical error of P: 0.043 %
Mass loss recomputed by quadrature: 1.2007 mg
Rough atomic diameter: 0.45 nm
Mean free path: 410 mm
Knudsen number (free path / diameter): 410
W with 10 % specular reflection: 0.5472
Change of P from 10 % specular: -6.0 %
W at L/D = 0.9: 0.5390
W at L/D = 1.1: 0.4919
Rough lid expansion coefficient: 5.0e-06 1/K
Growth of hot channel area from 293 K: 1.31 %
Rough heat of vaporization: 370 kJ/mol
Rise of vapour pressure for +10 K: 18.9 %
Temperature error that mimics W = 1: 37.4 K
Cell (sample) diameter: 10 mm
Cell height: 10 mm
Supply deficit, alpha = 1.0, well mixed: 0.51 %
Supply deficit, alpha = 1.0, ray traced: 0.43 %
Supply deficit, alpha = 0.3, well mixed: 1.69 %
Supply deficit, alpha = 0.3, ray traced: 1.59 %
```
